**Fowler-Nordheim slope constant: numerical tests**

The program tests $B=4\sqrt{2m}\,\phi^{3/2}/(3e\hbar)$, where $\phi$ is the barrier height above the emitter Fermi level, $m$ the tunnelling mass in the dielectric and $F$ the field there. It asserts that quadrature of the WKB decay rate agrees with this formula for three sets of parameters, and that $\phi=3.1$ eV with $m=0.42\,m_0$ gives 242 MV/cm within 0.5 MV/cm; the output is 241.63 MV/cm. A sum over emitter states, with the exponent not linearised, is compared with the law $J=AF^2e^{-B/F}$ and its first correction in $F/B$. An Airy-function solution with an abrupt interface tests the prefactor $4q/(1+q^2)$, where $q$ is the matching ratio of the interface, and shows a slope within 0.2 % of $-B$. Further assertions cover the sensitivity to $\phi$ and $m$, the slope of $\ln J$ without division by $F^2$, and the reduced slope of a film too thin for a triangular barrier. The slope read from the computed currents at 8 and 12 MV/cm is 241.27 MV/cm and returns a barrier of 3.097 eV. Image force, trapped charge, scattering and temperature are not included.

## Program and output

```python
"""Fowler-Nordheim slope constant of a triangular tunnel barrier.

Result under test: J = A F^2 exp(-B/F), B = 4 sqrt(2 m) phi^(3/2) / (3 e hbar),
so that ln(J/F^2) against 1/F has slope -B (leading order in F/B).
phi: barrier height above the emitter Fermi level; m: tunnelling mass;
F: field in the dielectric; J: current density at zero temperature.
All internal quantities are in SI units; MV = 1 MV/cm expressed in V/m.
"""
import numpy as np
from scipy.constants import e, hbar, m_e, pi
from scipy.integrate import quad
from scipy.special import airy

MV = 1e8
phi = 3.1 * e
mass = 0.42 * m_e


def slope_constant(height, m):
    return 4 * np.sqrt(2 * m) * height**1.5 / (3 * e * hbar)


def action(height, field, m, thickness=np.inf):
    """Twice the integral of the decay constant, by quadrature."""
    length = min(height / (e * field), thickness)

    def integrand(s):
        local = max(height - e * field * length * s, 0.0)
        return 2 * length * np.sqrt(2 * m * local) / hbar

    return quad(integrand, 0, 1, epsabs=1e-11, epsrel=1e-11)[0]


def local_slope(log_function, field, h=1e-3):
    """Derivative of log_function(F) with respect to 1/F."""
    y = 1 / field
    upper = log_function(1 / (y * (1 + h)))
    lower = log_function(1 / (y * (1 - h)))
    return (upper - lower) / (2 * h * y)


def energy_width(field):
    return e * hbar * field / (2 * np.sqrt(2 * mass * phi))


nodes, weights = np.polynomial.legendre.leggauss(80)


def current(field):
    """Sum over energy and transverse wavevector, exponent not linearised."""
    w_max = 40 * energy_width(field)
    k_max = np.sqrt(2 * mass * w_max) / hbar
    depth = 0.5 * w_max * (nodes + 1)[:, None]
    k = 0.5 * k_max * (nodes + 1)[None, :]
    height = phi + depth + (hbar * k)**2 / (2 * mass)
    transmission = np.exp(-slope_constant(height, mass) / field)
    cell = 0.25 * w_max * k_max * np.outer(weights, weights)
    return e / (pi * hbar) * np.sum(cell * k / (2 * pi) * transmission)


kinetic = 5.0 * e  # normal kinetic energy in the emitter, free mass
k_emitter = np.sqrt(2 * m_e * kinetic) / hbar


def exact_transmission(field):
    """Airy solution with an outgoing wave beyond the triangular barrier."""
    ell = (hbar**2 / (2 * mass * e * field))**(1 / 3)
    ai, aip, bi, bip = airy(phi / (e * field * ell))
    psi = bi + 1j * ai
    dpsi = -(bip + 1j * aip) / ell
    incident = 0.5 * (psi + dpsi * m_e / (1j * k_emitter * mass))
    flux_out = 1 / (pi * ell * mass)
    return flux_out / (k_emitter / m_e * abs(incident)**2)


B = slope_constant(phi, mass)
F = 10 * MV

# The WKB integral against the closed form, for several barriers and fields
for height_ev, ratio, field_mv in [(3.1, 0.42, 10), (1.7, 0.9, 4), (4.3, 0.2, 15)]:
    numeric = action(height_ev * e, field_mv * MV, ratio * m_e)
    closed = slope_constant(height_ev * e, ratio * m_e) / (field_mv * MV)
    assert abs(numeric / closed - 1) < 1e-7
assert abs(action(phi, F, mass) * F / MV - 242) < 0.5

# Current: prefactor with its first correction; remainder is of order (F/B)^2
prefactor = e**3 / (16 * pi**2 * hbar * phi)
J_leading = prefactor * F**2 * np.exp(-B / F)
J_full = current(F)
assert abs(J_full / (J_leading * (1 - F / B)) - 1) < 4 * (F / B)**2


def log_fn(field):
    return np.log(current(field) / field**2)


# Local slope and its first correction; the relative error falls with field
slope_full = local_slope(log_fn, F)
errors = []
for field in (F, F / 2):
    deviation = local_slope(log_fn, field) + B
    errors.append(abs(deviation / (field**2 / B) - 1))
assert errors[0] < 0.2 and errors[1] < 0.65 * errors[0]

# Plotting ln J without dividing by F^2
slope_lnJ = local_slope(lambda f: np.log(current(f)), F)
assert abs(slope_lnJ / -(B + 2 * F) - 1) < 3e-3

# Exact wave matching: field-independent prefactor and unchanged slope
q = np.sqrt(2 * mass * phi) / hbar * m_e / (k_emitter * mass)
airy_factor = exact_transmission(F) * np.exp(B / F)
match_factor = 4 * q / (1 + q**2)
assert abs(airy_factor / match_factor - 1) < 0.02
slope_airy = local_slope(lambda f: np.log(exact_transmission(f)), F)
slope_airy_half = local_slope(lambda f: np.log(exact_transmission(f)), F / 2)
assert abs(slope_airy + B) < 2e-3 * B
assert abs(slope_airy_half + B) < abs(slope_airy + B)

# Sensitivities from quadrature with shifted parameters
dphi, dm = 0.01 * e, 0.001 * m_e
dB_phi = F * (action(phi + dphi, F, mass) - action(phi - dphi, F, mass)) / (2 * dphi)
dB_m = F * (action(phi, F, mass + dm) - action(phi, F, mass - dm)) / (2 * dm)
assert abs(dB_phi * phi / B - 1.5) < 1e-4
assert abs(dB_m * mass / B - 0.5) < 1e-4

# Film too thin for the electron to leave the barrier inside it
thin = 2e-9
v = e * F * thin / phi
slope_thin = local_slope(lambda f: -action(phi, f, mass, thin), F)
slope_thin_formula = -B * (1 - np.sqrt(1 - v) * (1 + v / 2))
assert v < 1 and abs(slope_thin / slope_thin_formula - 1) < 1e-3

# Reading the slope from two computed currents and recovering the barrier
F_low, F_high = 8 * MV, 12 * MV
B_read = -(log_fn(F_high) - log_fn(F_low)) / (1 / F_high - 1 / F_low)
phi_read = (3 * e * hbar * B_read / (4 * np.sqrt(2 * mass)))**(2 / 3)
assert abs(phi_read / phi - 1) < 3e-3

print(f"barrier height phi = {phi / e:.2f} eV")
print(f"mass ratio m/m0 = {mass / m_e:.2f}")
print(f"B1 (free mass, 1 eV) = {slope_constant(e, m_e) / MV:.3f} MV/cm")
print(f"sqrt(m/m0) = {np.sqrt(mass / m_e):.5f}")
print(f"(phi/eV)^(3/2) = {(phi / e)**1.5:.5f}")
print(f"B from closed form = {B / MV:.2f} MV/cm")
print(f"B from WKB quadrature = {action(phi, F, mass) * F / MV:.2f} MV/cm")
print(f"B converted = {B:.4e} V/m")
print(f"B/ln(10), base-ten plot = {B / np.log(10) / MV:.2f} MV/cm")
print(f"example field F = {F / MV:.1f} MV/cm")
print(f"exponent B/F = {B / F:.3f}")
print(f"exp(-B/F) = {np.exp(-B / F):.3e}")
print(f"exit distance phi/(eF) = {phi / (e * F) * 1e9:.2f} nm")
print(f"energy width d = {energy_width(F) / e:.4f} eV")
print(f"prefactor A = {prefactor:.4e} A/V^2")
print(f"J leading formula at F = {J_leading / 1e4:.3e} A/cm^2")
for field in (F_low, F, F_high):
    print(f"J integrated at {field / MV:.0f} MV/cm = {current(field) / 1e4:.3e} A/cm^2")
print(f"J integrated / J leading at F = {J_full / J_leading:.4f}")
print(f"1 - F/B = {1 - F / B:.4f}")
print(f"local slope of ln(J/F^2) at F = {slope_full / MV:.2f} MV/cm")
print(f"first slope correction F^2/B = {F**2 / B / MV:.3f} MV/cm")
print(f"actual slope correction = {(slope_full + B) / MV:.3f} MV/cm")
print(f"local slope of ln J at F = {slope_lnJ / MV:.2f} MV/cm")
print(f"-(B + 2F) = {-(B + 2 * F) / MV:.2f} MV/cm")
print(f"B read from 8 and 12 MV/cm = {B_read / MV:.2f} MV/cm")
print(f"phi recovered from it = {phi_read / e:.4f} eV")
print(f"emitter normal kinetic energy = {kinetic / e:.1f} eV")
print(f"matching ratio q = {q:.4f}")
print(f"Airy T times exp(B/F) = {airy_factor:.4f}")
print(f"4q/(1+q^2) = {match_factor:.4f}")
print(f"local slope of ln T (Airy) = {slope_airy / MV:.2f} MV/cm")
print(f"change of B per 0.1 eV in phi = {dB_phi * 0.1 * e / MV:.2f} MV/cm")
print(f"change of B per 0.01 in m/m0 = {dB_m * 0.01 * m_e / MV:.2f} MV/cm")
print(f"thin film thickness = {thin * 1e9:.1f} nm")
print(f"thin film v = eFt/phi = {v:.4f}")
print(f"thin film local slope = {slope_thin / MV:.2f} MV/cm")
print("tests ok")
```

Printed output:

```
barrier height phi = 3.10 eV
mass ratio m/m0 = 0.42
B1 (free mass, 1 eV) = 68.309 MV/cm
sqrt(m/m0) = 0.64807
(phi/eV)^(3/2) = 5.45811
B from closed form = 241.63 MV/cm
B from WKB quadrature = 241.63 MV/cm
B converted = 2.4163e+10 V/m
B/ln(10), base-ten plot = 104.94 MV/cm
example field F = 10.0 MV/cm
exponent B/F = 24.163
exp(-B/F) = 3.208e-11
exit distance phi/(eF) = 3.10 nm
energy width d = 0.0855 eV
prefactor A = 4.9724e-07 A/V^2
J leading formula at F = 1.595e-03 A/cm^2
J integrated at 8 MV/cm = 2.355e-06 A/cm^2
J integrated at 10 MV/cm = 1.534e-03 A/cm^2
J integrated at 12 MV/cm = 1.231e-01 A/cm^2
J integrated / J leading at F = 0.9618
1 - F/B = 0.9586
local slope of ln(J/F^2) at F = -241.26 MV/cm
first slope correction F^2/B = 0.414 MV/cm
actual slope correction = 0.367 MV/cm
local slope of ln J at F = -261.26 MV/cm
-(B + 2F) = -261.63 MV/cm
B read from 8 and 12 MV/cm = 241.27 MV/cm
phi recovered from it = 3.0970 eV
emitter normal kinetic energy = 5.0 eV
matching ratio q = 1.2150
Airy T times exp(B/F) = 1.9727
4q/(1+q^2) = 1.9627
local slope of ln T (Airy) = -241.68 MV/cm
change of B per 0.1 eV in phi = 11.69 MV/cm
change of B per 0.01 in m/m0 = 2.88 MV/cm
thin film thickness = 2.0 nm
thin film v = eFt/phi = 0.6452
thin film local slope = -51.26 MV/cm
tests ok
```
